\section*{Skyrmion winding and top-band Chern number in twisted MoTe2}

\section*{The model}

Holes in one valley ($K$, one spin) of a twisted MoTe$_2$ bilayer are described by a spinor $\psi=(\psi_b,\psi_t)$ on the bottom and top layers, with
\begin{equation}
H=-\frac{\hbar^2}{2m}(-i\nabla-\kappa_l)^2+\begin{pmatrix}\Delta_b&\Delta_T\\ \Delta_T^*&\Delta_t\end{pmatrix},
\end{equation}
\begin{align}
\Delta_{b,t}&=2V\sum_{j=1,3,5}\cos(G_j\cdot r\pm\psi_0),\\
\Delta_T&=w\left(1+e^{-iG_2\cdot r}+e^{-iG_3\cdot r}\right).
\end{align}
The upper sign is for the bottom layer. Energies are electron energies measured from the monolayer valence edge, so holes enter the highest band first. The vectors $G_j$ have length $G=4\pi/(\sqrt3a_M)$ and polar angles $60^\circ(j-1)$. The layer offsets are $\kappa_b=\kappa_+=(G_1+G_6)/3$ and $\kappa_t=\kappa_-=(G_1+G_2)/3$, both of length $\kappa=G/\sqrt3$. Take $V>0$, $w<0$, $\sin\psi_0\neq0$.

The example uses rough, rounded parameters: lattice constant $a=0.352$ nm, $m=0.62\,m_e$, twist $\theta=3.5^\circ$, $V=10$ meV, $\psi_0=-95^\circ$ and $w=-12$ meV. Then $a_M=a/[2\sin(\theta/2)]=5.76$ nm, the cell area is $A_c=\sqrt3a_M^2/2=28.8$ nm$^2$, and $\hbar^2/2m=61.45$ meV\,nm$^2$.

\section*{Part (a): the pseudospin field}

\textbf{Question.} Write the potential as $\Delta_0+\boldsymbol\Delta\cdot\boldsymbol\sigma$. Show that $n=\boldsymbol\Delta/|\boldsymbol\Delta|$ is smooth, and find
\begin{equation}
N=\frac1{4\pi}\int_{\rm cell}n\cdot(\partial_xn\times\partial_yn)\,d^2r .
\end{equation}

\textbf{Answer.} The upper right element is $\Delta_x-i\Delta_y$, so $\Delta_x=\mathrm{Re}\,\Delta_T$ and $\Delta_y=-\mathrm{Im}\,\Delta_T$. From $\cos(x+\psi_0)-\cos(x-\psi_0)=-2\sin x\sin\psi_0$,
\begin{equation}
\Delta_z=\frac{\Delta_b-\Delta_t}{2}=-2V\sin\psi_0\sum_{j=1,3,5}\sin(G_j\cdot r).
\end{equation}
Three unit complex numbers add to zero only when they are $120^\circ$ apart. Hence $\Delta_T=0$ at two points per cell, $\pm r_0$, with $G_2\cdot r_0=4\pi/3$ and $G_3\cdot r_0=2\pi/3$. Since $G_1=G_2-G_3$ and $G_5=-G_2$, all three phases in $\Delta_z$ equal $\pm2\pi/3$ modulo $2\pi$ there, and
\begin{equation}
\Delta_z(\pm r_0)=\mp3\sqrt3\,V\sin\psi_0\neq0 .
\end{equation}
So $\boldsymbol\Delta$ never vanishes and $n$ is smooth. One of the two points is a north pole of $n$, the other a south pole.

Let $\beta$ and $\alpha$ be the polar and azimuthal angles of $n$. Away from the poles
\begin{equation}
n\cdot(\partial_xn\times\partial_yn)=\sin\beta\,(\nabla\beta\times\nabla\alpha)_z=\left(\nabla\times[(1-\cos\beta)\nabla\alpha]\right)_z .
\end{equation}
The bracket is periodic, so the cell boundary contributes nothing. It vanishes at the north pole but tends to $2\nabla\alpha$ at the south pole. Stokes' theorem, with a small circle cut out around the south pole, gives
\begin{equation}
4\pi N=-2\oint\nabla\alpha\cdot dr=-4\pi v_S,\qquad N=-v_S ,
\end{equation}
where $v_S$ is the anticlockwise vorticity of $\alpha=-\arg\Delta_T$ at the south pole.

Put $r=r_0+\delta$ and $\omega=e^{2\pi i/3}$. As $e^{-iG_2\cdot r_0}=\omega$ and $e^{-iG_3\cdot r_0}=\omega^2$,
\begin{align}
\Delta_T&\simeq-iw(\omega G_2+\omega^2G_3)\cdot\delta\nonumber\\
&=-\frac{iwG}{2}\left[(\omega-\omega^2)\delta_x+\sqrt3(\omega+\omega^2)\delta_y\right]\nonumber\\
&=\frac{\sqrt3}{2}wG(\delta_x+i\delta_y).
\end{align}
The vorticity of $\alpha$ at $r_0$ is therefore $-1$. Because $\Delta_T(-r)=\Delta_T(r)^*$, it is $+1$ at $-r_0$. For $\sin\psi_0<0$ the south pole is at $-r_0$, so $N=-1$; for $\sin\psi_0>0$ it is at $r_0$, so $N=+1$:
\begin{equation}
N=\mathrm{sgn}(\sin\psi_0).
\end{equation}
The example has $N=-1$: one skyrmion per moire cell. The result does not depend on the size of $V$, provided $V>0$. At $V=0$ the field vanishes at $\pm r_0$ and $N$ is undefined.

\section*{Part (b): what the winding suggests}

\textbf{Question.} Project $H$ on the local upper pseudospin state. What Chern number would a Landau-like top band have, and is the projection justified in the example?

\textbf{Answer.} First remove the layer offsets by $\psi_l=e^{i\kappa_l\cdot r}\phi_l$. The kinetic term becomes $\hbar^2\nabla^2/2m$, and $\Delta_T$ acquires the factor $e^{-iq_1\cdot r}$ with $q_1=\kappa_+-\kappa_-$. Thus $\alpha'=\alpha+q_1\cdot r$, which adds $\nabla\times[(1-\cos\beta)q_1]$ to the winding density. This is the curl of a periodic function, so $N$ is unchanged.

Set $\phi=f\chi$ with $\chi=(\cos\frac\beta2,\,e^{i\alpha'}\sin\frac\beta2)$. Then
\begin{equation}
\chi^\dagger(-i\nabla)(f\chi)=(-i\nabla-\mathcal A)f,\qquad
\mathcal A=i\chi^\dagger\nabla\chi=-\tfrac12(1-\cos\beta)\nabla\alpha' .
\end{equation}
The part of $\nabla\chi$ along the orthogonal spinor $(-\sin\frac\beta2,e^{i\alpha'}\cos\frac\beta2)$ is $\frac12(\nabla\beta+i\sin\beta\nabla\alpha')$. Its squared modulus is $|\nabla n'|^2/4$, where $n'$ is the rotated field. The projected Hamiltonian is
\begin{equation}
H_{\rm ad}=-\frac{\hbar^2}{2m}\left[(-i\nabla-\mathcal A)^2+\tfrac14|\nabla n'|^2\right]+\Delta_0+|\boldsymbol\Delta| .
\end{equation}
The field $B=(\nabla\times\mathcal A)_z$ is minus half the winding density, so its flux per cell is $-2\pi N$, or $\Phi=-N$ flux quanta.

For uniform $B$ let $\pi=-i\nabla-\mathcal A$, so $[\pi_x,\pi_y]=iB$. The guiding centres $X=x+\pi_y/B$ and $Y=y-\pi_x/B$ commute with $\pi$, and
\begin{equation}
[X,Y]=-\frac iB-\frac iB+\frac iB=-\frac iB .
\end{equation}
Within one Landau level $X,Y$ are the projected positions. In a Bloch band the projected position is $i\nabla_k+A$, with $A=i\langle u|\nabla_ku\rangle$, and its components have commutator $i\Omega$, where $\Omega=(\nabla_k\times A)_z$. Hence $\Omega=-1/B$. With $B=2\pi\Phi/A_c$, $|\Phi|=1$, and zone area $4\pi^2/A_c$,
\begin{equation}
C=\frac1{2\pi}\int\Omega\,d^2k=-\frac1\Phi=-\Phi=N .
\end{equation}
The suggestion for the example is $C=-1$.

The projection is not controlled here. One flux quantum in 28.8 nm$^2$ corresponds to 144 T, with Landau spacing
\begin{equation}
2\,\frac{\hbar^2}{2m}\,\frac{2\pi}{A_c}=2(61.45)\frac{2\pi}{28.76}\ \mathrm{meV}=26.9\ \mathrm{meV}.
\end{equation}
The local pseudospin splitting $2|\boldsymbol\Delta|$, sampled on a $120\times120$ real-space grid, falls to 24 meV. This is not large compared with the spacing. Moreover $|\boldsymbol\Delta|$ varies from 12 to 52 meV, and the geometric term $-(\hbar^2/2m)|\nabla n'|^2/4$ does not cancel this variation. Where $G_2\cdot r=\pi$ and $G_3\cdot r=0$, one has $\Delta_z=0$, $|\boldsymbol\Delta|=|w|=12$ meV and $|\nabla\Delta_z|=4V|\sin\psi_0|G$. Hence $|\nabla n'|\ge4V|\sin\psi_0|G/|w|=3.3\,G$, and the geometric term lowers the energy there by more than 260 meV. At $r=0$ it vanishes, while $|\boldsymbol\Delta|=3|w|=36$ meV. The projected problem is therefore far from a uniform Landau problem. The bands themselves must decide $C$.

\section*{Part (c): a rule from rotation symmetry}

\textbf{Question.} Relate $C$ of an isolated top band to its threefold rotation eigenvalues at $\gamma$ $(k=0)$, $\kappa_+$ and $\kappa_-$.

\textbf{Answer.} In the $\phi$ frame the tunnelling is $w\sum_je^{-iq_j\cdot r}$, with $q_2=q_1+G_2$ and $q_3=q_1+G_3$. These vectors have length $\kappa$ and angles $-90^\circ$, $30^\circ$ and $150^\circ$. The tunnelling and the layer potentials are therefore invariant under the rotation $(R\phi)(r)=\phi(\mathcal C^{-1}r)$, where $\mathcal C$ turns by $+120^\circ$. At the three named points $\mathcal Ck=k$ modulo a reciprocal vector, so $R\phi=\lambda\phi$ with $\lambda^3=1$.

Consider the rhombus $\gamma\to a\to b\to c\to\gamma$, whose corners $a,b,c$ are the zone corners at $30^\circ$, $90^\circ$ and $150^\circ$. Points $a,c$ are equivalent to $\kappa_-$ and $b$ to $\kappa_+$. Three rotated copies fill the zone, so parallel transport round the rhombus gives the phase $e^{2\pi iC/3}$.

On periodic parts $u_k$, $R$ acts as a $k$-independent unitary $\hat R$ taking $k$ to $\mathcal Ck$. Combined with a reciprocal-lattice shift it gives $S$, which fixes $b$ and takes $c$ to $a$. Such unitaries preserve transport phases. Let transport $\gamma\to a$ give $e^{i\mu}$ and $a\to b$ give $e^{i\nu}$, relative to chosen vectors $u_\gamma,u_a,u_b$. Then:
\begin{enumerate}
\item At $b$ the state is $e^{i(\mu+\nu)}u_b=e^{i(\mu+\nu)}\lambda_{\kappa_+}S^{-1}u_b$.
\item The edge $b\to c$ is the image under $S^{-1}$ of $b\to a$, so at $c$ the state is $e^{i\mu}\lambda_{\kappa_+}S^{-1}u_a$.
\item $S\hat R$ fixes $a$ and is a double rotation there, so $S\hat Ru_a=\lambda_{\kappa_-}^2u_a$. Thus $S^{-1}u_a=\lambda_{\kappa_-}^{-2}\hat Ru_a=\lambda_{\kappa_-}\hat Ru_a$.
\item The edge $c\to\gamma$ is the image under $\hat R$ of $a\to\gamma$, which removes $e^{i\mu}$ and leaves $\hat Ru_\gamma=\lambda_\gamma u_\gamma$.
\end{enumerate}
Therefore
\begin{equation}
e^{2\pi iC/3}=\lambda_\gamma\lambda_{\kappa_+}\lambda_{\kappa_-},
\end{equation}
which fixes $C$ modulo 3.

\section*{Part (d): the states at the symmetry points}

\textbf{Question.} Diagonalize $H$ at $\gamma$ in the six shortest plane waves, and find the rotation eigenvalues needed in part (c).

\textbf{Answer.} In the $\phi$ frame the waves at $\gamma$ have wave vectors $Q=G'-\kappa_l$, with $G'$ a reciprocal vector. The six shortest have length $\kappa$ and form a ring: bottom-layer waves at $30^\circ,150^\circ,270^\circ$, top-layer waves at $90^\circ,210^\circ,330^\circ$. Their kinetic energy is $-E_\kappa$, where $E_\kappa=\hbar^2\kappa^2/2m=32.5$ meV.

Try amplitudes $c_\vartheta=e^{im\vartheta}$, with $m=0,\dots,5$.
\begin{itemize}
\item In the bottom layer, $Ve^{i\psi_0}e^{iG_1\cdot r}$ carries the wave at $150^\circ$ to $30^\circ$. The wave at $30^\circ$ thus receives $Ve^{i\psi_0}e^{2\pi im/3}$ from one side and the complex conjugate from the other, in total $2V\cos(\psi_0+2\pi m/3)$.
\item In the top layer the sign of $\psi_0$ and the sense of the step are both reversed, which gives the same sum.
\item Tunnelling takes a top wave $Q$ to $Q-q_j$. Two of the three results are the neighbouring bottom waves; the third has length $2\kappa$ and lies outside the ring. This adds $2w\cos(\pi m/3)$.
\end{itemize}
Hence
\begin{equation}
E_m=-E_\kappa+2V\cos\left(\psi_0+\tfrac{2\pi m}{3}\right)+2w\cos\tfrac{\pi m}{3},\qquad \lambda=e^{-2\pi im/3}.
\end{equation}
The eigenvalue follows because $R$ replaces $c_\vartheta$ by $c_{\vartheta-120^\circ}$. For the example
\begin{align}
E_4&=-32.46+18.13+12.00\simeq-2.3\ \mathrm{meV},\\
E_3&=-32.5-1.7+24.0\simeq-10.2\ \mathrm{meV},
\end{align}
and the other four lie between $-61$ and $-26$ meV. The top state has $m=4$, so $\lambda_\gamma=e^{-2\pi i/3}$.

At $\kappa_+$ the wave of lowest kinetic cost is the bottom-layer wave $Q=0$, which is invariant under $R$. For weak fields the top state there has $\lambda=1$. The operation $r\to-r$ with exchange of layers leaves $H$ in the $\phi$ frame unchanged, since $\Delta_b(-r)=\Delta_t(r)$ and the tunnelling goes into its conjugate. It exchanges $\kappa_+$ and $\kappa_-$ and commutes with $R$, so these points have equal energies and equal $\lambda$.

The fields are not weak, so $H$ was also diagonalized numerically with all waves $|Q|<3.6\,G$. The two highest levels are $-1.1$ and $-8.6$ meV at $\gamma$, and 14.4 and $-8.0$ meV at $\kappa_\pm$. The top states keep $\lambda_\gamma=e^{-2\pi i/3}$ and $\lambda_{\kappa_\pm}=1$. The ring places the top level at $\gamma$ about 1.2 meV too low relative to this larger basis. The rule of part (c) now gives $C=-1$ modulo 3.

\section*{Part (e): the integer}

\textbf{Question.} Remove the ambiguity modulo 3 and describe the top band.

\textbf{Answer.} Divide the zone into small plaquettes with corners $1,2,3,4$ taken anticlockwise. For neighbouring points $\langle u_k|u_{k+dk}\rangle\simeq e^{-iA\cdot dk}$, so
\begin{equation}
C=-\frac1{2\pi}\sum_{\rm plaquettes}\arg\left(\langle u_1|u_2\rangle\langle u_2|u_3\rangle\langle u_3|u_4\rangle\langle u_4|u_1\rangle\right).
\end{equation}
Each vector appears once as a bra and once as a ket, so arbitrary phases cancel. On an $18\times18$ mesh with the same cutoff as above this gives
\begin{equation}
C=-1 .
\end{equation}
The smallest direct gap on the mesh is 7.5 meV, at $\gamma$, so the band is isolated there. Its width is $14.4-(-1.1)=15.5$ meV, and the indirect gap to the second band is 2.1 meV. The other valley is the time-reversed copy: $\Omega$ changes sign under $k\to-k$, and its top band has $C=+1$.

\section*{Part (f): does the winding fix the Chern number?}

\textbf{Question.} Keep the twist, $w$ and $\psi_0$ fixed and reduce $V$. Does $C=N$ survive?

\textbf{Answer.} No. By part (a), $N=-1$ for every $V>0$. At $\gamma$, however, the ring levels change order. States $m$ and $m+3$ share the same $V$ term, and for $w<0$ tunnelling favours $m=2,3,4$ over their partners. At $\psi_0=-95^\circ$ the state $m=2$ lies below $m=4$, because $\cos145^\circ<\cos25^\circ$. The contest is between $m=4$ and $m=3$:
\begin{equation}
E_4-E_3=2V[\cos(\psi_0+120^\circ)-\cos\psi_0]-|w| .
\end{equation}
It vanishes at
\begin{equation}
V_c=\frac{|w|}{2[\cos(\psi_0+120^\circ)-\cos\psi_0]}=\frac{12}{2(0.906+0.087)}\ \mathrm{meV}\simeq6.0\ \mathrm{meV}.
\end{equation}
This is first order in the fields. In the larger basis the crossing is at 6.5 meV. With the kinetic energy artificially multiplied by 100 it moves to 6.05 meV, so the difference comes from mixing with waves outside the ring.

Below the crossing the top state at $\gamma$ has $m=3$ and $\lambda_\gamma=1$. At $V=3$ meV, diagonalization on a $12\times12$ mesh with the same cutoff gives $C=0$ and a smallest direct gap of 6.7 meV, while $N$ is still $-1$. The limit $V=0$ shows why a trivial band is possible. The plane-wave matrix is then real, its eigenvectors can be chosen real, and $\Omega=-2\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle$ vanishes wherever the band is isolated. For the example's $w$ and twist the top band at $V=0$ is isolated at every $k$, so its Chern number is zero. A skyrmion texture therefore permits $C=N$ but does not enforce it.

\section*{Part (g): the real material}

\textbf{Question.} How far can the result be carried over to a device?

\textbf{Answer.} The parameters are typical in order of magnitude for twisted MoTe$_2$ near $3.5^\circ$, but fits to different first-principles calculations differ by a factor of two or more in $V$ and $w$. One hole per moire cell means $3.5\times10^{12}$ cm$^{-2}$. The width and the gaps depend strongly on this choice. At $3.5^\circ$, with the same $a$ and $m$, the set $V=8$ meV, $\psi_0=-89.6^\circ$, $w=-8.5$ meV gives a width of 18.3 meV and an indirect gap of $-2.1$ meV, while $V=20.8$ meV, $\psi_0=-107.7^\circ$, $w=-23.8$ meV gives 3.7 meV and 8.3 meV; $C=-1$ in both cases. The energies below, including the sign of the indirect gap, therefore belong to the example's parameters. The table holds $V,\psi_0,w$ fixed; in a device they change with twist through lattice relaxation. The model also has no interlayer bias: a gate displacement field would add a constant to $\Delta_z$ and break the layer-exchange symmetry of part (d), and its effect on $C$ is not computed here.

\begin{center}
\begin{tabular}{cccc}
twist & $C$ & width (meV) & indirect gap (meV)\\
$2.5^\circ$ & $-1$ & 4.6 & 4.3\\
$3.5^\circ$ & $-1$ & 15.5 & 2.1\\
$4.5^\circ$ & $-1$ & 32.9 & $-7.6$
\end{tabular}
\end{center}

At $4.5^\circ$ the top band is still separated at each sampled $k$, by at least 7.5 meV, but it overlaps the second band in energy. Without interactions, just enough holes to fill the top band would then not give an insulator.

The assumption of independent holes is a serious limitation. With a rough dielectric constant of 10, $e^2/(4\pi\varepsilon_0\varepsilon a_M)=25$ meV at $3.5^\circ$, larger than both the bandwidth and the gap at that twist. With time-reversal symmetry the Hall responses of the two valleys cancel at zero magnetic field. Interactions can break that symmetry, for example by polarizing the valleys, but they can also reshape or reorder the bands. The size of that change is not computed here. The value $C=-1$ thus belongs to the single-particle band, not to the interacting ground state.

The other effects estimated here are smaller at $3.5^\circ$. As a stand-in for weak relaxation, add $2V_2\sum\cos(g\cdot r)$ to both layers, with $V_2=2$ meV and $g$ running over $G_1+G_2$ and its two rotations by $120^\circ$. This leaves $C=-1$ and changes the width to 15.1 meV and the direct gap to 7.8 meV. Stronger second-harmonic potentials and second-harmonic tunnelling were not tested. The ratio of $E_\kappa$ to a rough monolayer gap of 1.1 eV is 0.03, which sets the scale of relative corrections to the parabolic mass. At 4 K the thermal energy is 0.34 meV, about one sixth of the indirect gap.
